\section*{Field and field gradient integrals over Gaussians and the contact term}

\section{The decision at the nucleus}

A quadrupole coupling calculation needs the electric field gradient at a nucleus. If a code can differentiate nuclear attraction integrals with respect to the position of the charge, two derivatives seem to supply it. One must then decide whether to use the resulting tensor as it stands or to remove an isotropic part first. In a spherical atom the choice is between a large number and zero.

Let $\phi_a,\phi_b$ be real Gaussian basis functions, $\omega(\mathbf r)=\phi_a(\mathbf r)\phi_b(\mathbf r)$ their product, and $\mathbf C$ the position of a point charge. The attraction integral, without charges and electrical constants, is
\begin{equation}
A(\mathbf C)=\int\frac{\omega(\mathbf r)}{|\mathbf r-\mathbf C|}\,d^3r .
\label{eq:A}
\end{equation}
Subscripts denote derivatives with respect to the charge position: $A_i=\partial A/\partial C_i$ and $A_{ij}=\partial^2A/\partial C_i\partial C_j$. The basis functions stay fixed, even if $\mathbf C$ coincides with the centre of one of them. Letting a basis function follow the charge would add derivatives of $\omega$ and give a different quantity.

\section{Two s functions}

Take $\phi_a=e^{-a|\mathbf r-\mathbf A|^2}$ and $\phi_b=e^{-b|\mathbf r-\mathbf B|^2}$. Bold $\mathbf A$ is a centre; italic $A$ is the integral. With $p=a+b$ and $\mathbf P=(a\mathbf A+b\mathbf B)/p$, completing the square gives
\begin{equation}
a|\mathbf r-\mathbf A|^2+b|\mathbf r-\mathbf B|^2
=p|\mathbf r-\mathbf P|^2+\frac{ab}{p}|\mathbf A-\mathbf B|^2 ,
\end{equation}
because the remainder is $a\mathbf A^2+b\mathbf B^2-|a\mathbf A+b\mathbf B|^2/p=ab|\mathbf A-\mathbf B|^2/p$. Hence
\begin{equation}
\omega(\mathbf r)=K e^{-p|\mathbf r-\mathbf P|^2},\qquad
K=e^{-ab|\mathbf A-\mathbf B|^2/p}.
\end{equation}

To integrate over $\mathbf r$, write the Coulomb factor as a Gaussian integral,
$1/s=(2/\sqrt\pi)\int_0^\infty e^{-v^2s^2}dv$. The product of the Gaussians at $\mathbf P$ and $\mathbf C$ is again a Gaussian, so with $\mathbf R=\mathbf P-\mathbf C$
\begin{equation}
A=\frac{2K}{\sqrt\pi}\int_0^\infty
\left(\frac{\pi}{p+v^2}\right)^{3/2}
\exp\!\left(-\frac{pv^2}{p+v^2}R^2\right)dv .
\end{equation}
Substitute $u^2=v^2/(p+v^2)$. Then $p+v^2=p/(1-u^2)$ and $dv=\sqrt p\,(1-u^2)^{-3/2}du$; the powers of $1-u^2$ cancel and
\begin{equation}
A=\frac{2\pi}{p}K F_0(T),\quad T=pR^2,\quad
F_n(T)=\int_0^1u^{2n}e^{-Tu^2}du .
\label{eq:ssA}
\end{equation}

Only $T$ depends on $\mathbf C$. Since $\mathbf R=\mathbf P-\mathbf C$, we have $\partial T/\partial C_i=-2pR_i$, and differentiating under the $u$ integral gives $F_n'=-F_{n+1}$. The two minus signs cancel in the first derivative:
\begin{equation}
A_i=\frac{2\pi}{p}K(-F_1)(-2pR_i)=4\pi K R_iF_1 .
\label{eq:ssfield}
\end{equation}
In the second derivative, $\partial R_i/\partial C_j=-\delta_{ij}$ and $\partial F_1/\partial C_j=2pR_jF_2$, so
\begin{equation}
A_{ij}=4\pi K\left[2pR_iR_jF_2-\delta_{ij}F_1\right].
\label{eq:sshess}
\end{equation}

The trace contains $2pR^2F_2=2TF_2$. Integration by parts in $F_1$ gives
\begin{equation}
F_1=\left[\frac{u^3}{3}e^{-Tu^2}\right]_0^1
+\frac{2T}{3}\int_0^1u^4e^{-Tu^2}du
=\frac{e^{-T}+2TF_2}{3},
\label{eq:boysrec}
\end{equation}
or $2TF_2-3F_1=-e^{-T}$. Therefore
\begin{equation}
\sum_iA_{ii}=4\pi K(2TF_2-3F_1)=-4\pi Ke^{-T}
=-4\pi\omega(\mathbf C).
\label{eq:sstrace}
\end{equation}
The last equality is the product Gaussian evaluated at $\mathbf r=\mathbf C$.

\subsection{Far away and at the centre}

For large $T$ the upper limit of the Boys integrals may be moved to infinity: $F_1\to\sqrt\pi/(4T^{3/2})$ and $F_2\to3\sqrt\pi/(8T^{5/2})$. With $q=K(\pi/p)^{3/2}$, the integral of $\omega$ over space,
\begin{equation}
A_i\to q\frac{R_i}{R^3},\qquad
A_{ij}\to q\,\frac{3R_iR_j-\delta_{ij}R^2}{R^5}.
\end{equation}
These are the expressions for a point distribution at $\mathbf P$, and the tensor is traceless at this order. The trace itself falls as $e^{-T}$ while its separate terms fall as $T^{-3/2}$. Extracting a small density from the trace therefore loses relative precision by cancellation; multiplying the basis function values at $\mathbf C$ does not.

At $T=0$, $F_1=1/3$ and $A_{ij}=-(4\pi/3)K\delta_{ij}$. The distribution is spherical about the charge and has no preferred axis, yet the second derivative is not zero.

\subsection{Numbers for one pair}

Let $a=0.8$ and $b=0.5\,a_0^{-2}$, with centres $(0,0,0)$ and $(0,0,1)\,a_0$ and the charge at $(0.6,0,1)\,a_0$. Then $p=1.3\,a_0^{-2}$, $K=e^{-0.4/1.3}=0.73514$, $\mathbf R=(-0.6,0,-0.61538)\,a_0$ and $T=0.96031$. The Boys values are $F_1=0.193505$ and $F_2=0.102957$. Equation \eqref{eq:sshess} gives
\begin{align}
A_{xx}&=4\pi(0.73514)\,[2(1.3)(0.36)(0.102957)-0.193505]\nonumber\\
&=9.2381\,(0.096368-0.193505)=-0.8974 .
\end{align}
Likewise $A_{yy}=-1.7876$ and $A_{zz}=-0.8511$. Their sum is $-3.5361$. Independently, $\omega(\mathbf C)=0.281394$ gives $-4\pi\omega(\mathbf C)=-3.5361$. The functions are unnormalised, so $\omega$ and $A_{ij}$ are dimensionless here.

\section{Where the isotropic part comes from}

The s formula shows that a contact term exists but not how it is related to an integral over the traceless kernel obtained by differentiating the Coulomb factor twice. For that, return to \eqref{eq:A} with any smooth, rapidly decaying $\omega$. Differentiating $1/|\mathbf r-\mathbf C|$ twice inside the integral produces a kernel that grows as $|\mathbf r-\mathbf C|^{-3}$. Where $\omega(\mathbf C)\neq0$ the integrand is then not absolutely integrable, so the exchange of derivative and integral is not justified. Shifting the variable to $\mathbf s=\mathbf r-\mathbf C$ avoids the difficulty:
\begin{equation}
A(\mathbf C)=\int\frac{\omega(\mathbf C+\mathbf s)}{s}\,d^3s .
\end{equation}
Now $\mathbf C$ occurs in a smooth function and $1/s$ is integrable at the origin, so both derivatives may act on $\omega$. Write $f(\mathbf s)=\omega(\mathbf C+\mathbf s)$; a derivative with respect to $C_i$ equals $\partial_i=\partial/\partial s_i$ acting on $f$.

Exclude a sphere of radius $\epsilon$ and integrate by parts. With $\mathbf n=\mathbf s/s$, the outward normal of the remaining region on the sphere is $-\mathbf n$:
\begin{equation}
\int_{s>\epsilon}\frac{\partial_if}{s}\,d^3s
=-\oint n_i\frac{f}{\epsilon}\,\epsilon^2d\Omega
+\int_{s>\epsilon}f\frac{s_i}{s^3}\,d^3s .
\end{equation}
The surface term vanishes with $\epsilon$, and the field integral is
\begin{equation}
A_i=\int\omega(\mathbf r)\frac{(\mathbf r-\mathbf C)_i}{|\mathbf r-\mathbf C|^3}\,d^3r .
\label{eq:field}
\end{equation}

The same argument with $\partial_jf$ in place of $f$ gives $A_{ij}=\int(\partial_jf)s_i/s^3\,d^3s$. A second integration by parts yields
\begin{align}
\int_{s>\epsilon}(\partial_jf)\frac{s_i}{s^3}\,d^3s
={}&-\oint n_jf\,\frac{n_i}{\epsilon^2}\,\epsilon^2d\Omega\nonumber\\
&-\int_{s>\epsilon}f\,\partial_j\!\left(\frac{s_i}{s^3}\right)d^3s .
\end{align}
This time the area $\epsilon^2$ is cancelled by the kernel and the surface term survives. On the sphere $f\to\omega(\mathbf C)$. By symmetry $\oint n_in_jd\Omega$ is proportional to $\delta_{ij}$, and its trace is $4\pi$, so it equals $(4\pi/3)\delta_{ij}$. In the volume term, $\partial_j(s_i/s^3)=\delta_{ij}/s^3-3s_is_j/s^5$. Thus
\begin{equation}
A_{ij}=Q_{ij}-\frac{4\pi}{3}\delta_{ij}\,\omega(\mathbf C),
\label{eq:split}
\end{equation}
\begin{equation}
Q_{ij}=\lim_{\epsilon\to0}\int_{s>\epsilon}
\omega(\mathbf C+\mathbf s)\,\frac{3s_is_j-\delta_{ij}s^2}{s^5}\,d^3s .
\label{eq:Q}
\end{equation}
The limit exists because the kernel averages to zero over angles: $\omega(\mathbf C)$ drops out near the origin, and the remaining variation of $\omega$ is of order $s$, which makes the integrand of order $s^{-2}$.

The kernel in \eqref{eq:Q} is traceless at every $s>0$, hence $\sum_iQ_{ii}=0$ and
\begin{equation}
\sum_iA_{ii}=-4\pi\omega(\mathbf C).
\label{eq:trace}
\end{equation}
The contact density, multiplied by $-4\pi$, is the trace of the full second derivative; the tensor $Q_{ij}$ is traceless and carries no such term. The equal division into thirds was derived for a spherical exclusion and depends on the symmetry of the excluded region; a cube centred on the charge also gives thirds. For another small region the surface integral $\oint n_js_i/s^3\,dS$, with $\mathbf n$ now normal to its surface, may be anisotropic, but its trace is the total solid angle $4\pi$. Equation \eqref{eq:trace} is therefore independent of the shape.

For the s pair, direct quadrature of \eqref{eq:Q} gives $Q_{xx}=0.2813$, $Q_{yy}=-0.6089$ and $Q_{zz}=0.3276$, with zero sum to the digits shown. Subtracting $(4\pi/3)(0.281394)=1.1787$ from $Q_{xx}$ returns $-0.8974$, as found from the Boys functions.

\subsection{The opposite limit: no density at the charge}

A normalised $p_z$ Gaussian, $\phi\propto z\,e^{-\alpha r^2}$, vanishes at its own centre. There \eqref{eq:split} reduces to $A_{ij}=Q_{ij}$. Its density is proportional to $\cos^2\theta$ in angle. Using the spherical averages $1/3$ of $\cos^2\theta$ and $1/5$ of $\cos^4\theta$,
\begin{equation}
Q_{zz}=\frac{3/5-1/3}{1/3}\,\langle r^{-3}\rangle
=\frac45\langle r^{-3}\rangle .
\end{equation}
The radial mean is
\begin{equation}
\langle r^{-3}\rangle=
\frac{\int_0^\infty r\,e^{-2\alpha r^2}dr}{\int_0^\infty r^4e^{-2\alpha r^2}dr}
=\frac{1/(4\alpha)}{3\sqrt\pi/[8(2\alpha)^{5/2}]}
=\frac{4(2\alpha)^{3/2}}{3\sqrt\pi}.
\end{equation}
For $\alpha=1\,a_0^{-2}$ this is $2.1277\,a_0^{-3}$, so $Q_{zz}=1.7022\,a_0^{-3}$. Axial symmetry and zero trace give $Q_{xx}=Q_{yy}=-0.8511\,a_0^{-3}$. The s function at its centre has contact and no quadrupolar part; the p function has the reverse.

\section{Any angular momentum}

A Cartesian Gaussian carries powers of the coordinates measured from its centre. Its products are expanded in derivatives of one Gaussian. In one dimension define
\begin{equation}
\Lambda_t(x)=\frac{\partial^t}{\partial P_x^t}e^{-p(x-P_x)^2},
\end{equation}
where $P_x$ is varied independently and given its actual value afterwards. Let $x_A,x_B$ be $x$ measured from the two centres. We seek coefficients in
\begin{equation}
x_A^i\,x_B^j\,e^{-ax_A^2-bx_B^2}=\sum_{t=0}^{i+j}E_t^{ij}\Lambda_t(x).
\end{equation}
The Gaussian product theorem gives $E_0^{00}=e^{-abX_{AB}^2/p}$, with $X_{AB}$ the $x$ separation of the centres. To raise $i$, multiply by $x_A=(x-P_x)+X_{PA}$, where $X_{PA}$ is the $x$ component of $\mathbf P-\mathbf A$. Since $\Lambda_1=2p(x-P_x)\Lambda_0$, taking $t$ more derivatives gives
\begin{equation}
\Lambda_{t+1}=2p\left[(x-P_x)\Lambda_t-t\Lambda_{t-1}\right].
\end{equation}
Solving for $(x-P_x)\Lambda_t$ and collecting the coefficient of $\Lambda_t$,
\begin{equation}
E_t^{i+1,j}=\frac{1}{2p}E_{t-1}^{ij}+X_{PA}E_t^{ij}+(t+1)E_{t+1}^{ij}.
\end{equation}
Coefficients outside $0\le t\le i+j$ are zero. Raising $j$ uses $X_{PB}$ instead. In three dimensions $E_{tuv}$ is the product of the coefficients for $x$, $y$ and $z$, and $\Lambda_{tuv}$ the product of the functions.

The derivatives with respect to $\mathbf P$ can be taken outside the integral over $\mathbf r$. Each term then needs only a derivative of the s result \eqref{eq:ssA}:
\begin{equation}
A=\frac{2\pi}{p}\sum_{tuv}E_{tuv}\Theta_{tuv},\qquad
\Theta_{tuv}=\partial_{P_x}^t\partial_{P_y}^u\partial_{P_z}^vF_0(pR^2).
\label{eq:generalA}
\end{equation}
To evaluate $\Theta_{tuv}$, introduce $\Theta^{(n)}_{tuv}$ as the same derivatives of $(-2p)^nF_n(pR^2)$. One derivative gives $\partial_{P_x}[(-2p)^nF_n]=R_x(-2p)^{n+1}F_{n+1}$. Applying the remaining derivatives to the product with $R_x$,
\begin{equation}
\Theta^{(n)}_{t+1,u,v}=R_x\Theta^{(n+1)}_{tuv}+t\,\Theta^{(n+1)}_{t-1,u,v},
\end{equation}
and similarly for $y$ and $z$. The recursion starts from $\Theta^{(n)}_{000}=(-2p)^nF_n(T)$.

The coefficients $E_{tuv}$ do not contain $\mathbf C$, and $\Theta_{tuv}$ depends on $\mathbf P-\mathbf C$. A derivative with respect to $C_x$ is therefore minus one with respect to $P_x$:
\begin{align}
A_x&=-\frac{2\pi}{p}\sum_{tuv}E_{tuv}\Theta_{t+1,u,v},\\
A_{xx}&=\frac{2\pi}{p}\sum_{tuv}E_{tuv}\Theta_{t+2,u,v},\quad
A_{xy}=\frac{2\pi}{p}\sum_{tuv}E_{tuv}\Theta_{t+1,u+1,v}.
\end{align}
The other components follow by raising the corresponding indices. For two s functions $\Theta_{100}=-2pR_xF_1$, and the first line returns \eqref{eq:ssfield}.

The trace also follows from the s case. By \eqref{eq:boysrec},
\begin{equation}
\nabla_P^2F_0(pR^2)=4p^2R^2F_2-6pF_1=2p(2TF_2-3F_1)=-2pe^{-pR^2}.
\end{equation}
Applying the derivatives labelled $tuv$ turns the right side into $-2p\Lambda_{tuv}(\mathbf C)$, so
\begin{equation}
\sum_iA_{ii}=\frac{2\pi}{p}\sum_{tuv}E_{tuv}\left[-2p\Lambda_{tuv}(\mathbf C)\right]
=-4\pi\omega(\mathbf C).
\end{equation}

These formulas were tested on four pairs, with functions up to d type, at a general charge position and at a basis centre. Against quadrature of the defining integrals the largest absolute deviation was $1\times10^{-13}$ in atomic units. Against finite differences of the quadrature values it was $7\times10^{-8}$. The trace alone would be a weaker test: it does not see an error in an off-diagonal element or a traceless error on the diagonal.

\section{From integrals to Poisson's equation}

For an electron number density $\rho=\sum_{ab}D_{ab}\phi_a\phi_b$, contract all the integrals with the density matrix $D$. From here on $A$, $A_{ij}$ and $Q_{ij}$ denote the contracted quantities. The matrix $D$ is held fixed during differentiation: we want the field of a given density, not the response of that density to a moving charge. The electrons have charge $-e$, so
\begin{equation}
\Phi=-\frac{e}{4\pi\varepsilon_0}A,\qquad
\mathcal E_i=-\partial_i\Phi=\frac{e}{4\pi\varepsilon_0}A_i .
\end{equation}
By \eqref{eq:field} this field points from $\mathbf C$ towards the electrons, as it should for a positive test charge. With the convention $V_{ij}=\partial_i\partial_j\Phi$,
\begin{equation}
V_{ij}=-\frac{e}{4\pi\varepsilon_0}Q_{ij}
+\frac{e\rho(\mathbf C)}{3\varepsilon_0}\delta_{ij},\qquad
\sum_iV_{ii}=\frac{e\rho(\mathbf C)}{\varepsilon_0}.
\label{eq:poisson}
\end{equation}
This is Poisson's equation for the charge density $-e\rho$. Point nuclei away from $\mathbf C$ add traceless tensors. A nucleus at $\mathbf C$ is left out of the potential in which its own energy is evaluated.

The opening question can now be answered. To second order in its size, a nucleus with charge density $\rho_n$ has the energy term $\frac12\sum_{ij}V_{ij}\int\rho_n x_ix_j\,d^3x$. The isotropic part of $V_{ij}$ multiplies $\int\rho_n\sum_ix_i^2\,d^3x$, which does not change when the nucleus turns. The orientation energy comes from the traceless part. A quadrupole coupling formula written with a single component $V_{zz}$ therefore requires $e\rho(\mathbf C)/(3\varepsilon_0)$ to be subtracted from each diagonal element of the second derivative.

\section{The helium atom}

Helium in the restricted Hartree--Fock approximation with the cc-pVTZ basis offers both a spherical limit and a point with mixed contributions. The occupied orbital is a sum $\psi=\sum_kc_ke^{-\alpha_kr^2}$ of six s Gaussians, listed in the numerical output, and $\rho=2\psi^2$.

At the nucleus every exponential equals one. The coefficients add to $1.29040\,a_0^{-3/2}$, so $\rho(0)=2(1.29040)^2=3.330\,a_0^{-3}$. Every pair has $T=0$, hence
\begin{equation}
A_{xx}=A_{yy}=A_{zz}=-\frac{4\pi}{3}(3.330)\,a_0^{-3}=-13.95\,a_0^{-3}.
\end{equation}
The trace of the electronic $V_{ij}$ is $4.07\times10^{23}\,\mathrm{V\,m^{-2}}$, equal to $e\rho(0)/\varepsilon_0$. Used without subtraction, one third of it, $1.36\times10^{23}\,\mathrm{V\,m^{-2}}$, would appear as $V_{zz}$ in an atom whose quadrupolar field gradient is zero by symmetry.

Now place $\mathbf C$ on the $z$ axis at $d=1\,a_0$. Gauss's law gives an independent route. If $N(r)$ electrons lie inside radius $r$, then $A_z=-N(d)/d^2$, the minus sign because the electrons lie towards smaller $z$. Differentiating along $z$ with $N'(r)=4\pi r^2\rho(r)$, and using the turning of the radial direction for a sideways step,
\begin{equation}
A_{zz}=\frac{2N(d)}{d^3}-4\pi\rho(d),\qquad
A_{xx}=A_{yy}=-\frac{N(d)}{d^3}.
\end{equation}
Radial quadrature gives $N(d)=1.26668$, and $\rho(d)=0.099162\,a_0^{-3}$. Then $A_{xx}=-1.2667\,a_0^{-3}$ and
\begin{equation}
A_{zz}=(2.53336-1.24610)\,a_0^{-3}=1.2873\,a_0^{-3},
\end{equation}
in agreement with the Gaussian integrals. Adding the contact correction $(4\pi/3)\rho(d)=0.4154\,a_0^{-3}$ gives $Q_{zz}=1.7026\,a_0^{-3}$ and $Q_{xx}=-0.8513\,a_0^{-3}$. Their closeness to the p-function values has no significance: those scale as $\alpha^{3/2}$ with a freely chosen exponent.

The nucleus, with $Z=2$, contributes $2Z/d^3=4\,a_0^{-3}$ along $z$ and $-2\,a_0^{-3}$ along $x$ and $y$. The conversion factor is $e/(4\pi\varepsilon_0a_0^3)=9.7174\times10^{21}\,\mathrm{V\,m^{-2}}$. Thus
\begin{align}
V_{zz}&=(4-1.2873)(9.7174\times10^{21})
=2.636\times10^{22}\,\mathrm{V\,m^{-2}},\\
V_{xx}&=(-2+1.2667)(9.7174\times10^{21})
=-7.126\times10^{21}\,\mathrm{V\,m^{-2}}.
\end{align}
The trace is $V_{zz}+2V_{xx}=1.211\times10^{22}\,\mathrm{V\,m^{-2}}$, which equals $e\rho(d)/\varepsilon_0$. Removing one third leaves a traceless $zz$ component of $2.232\times10^{22}\,\mathrm{V\,m^{-2}}$; keeping the contact part would overstate it by 18 per cent of that value. The total field is $(2-1.2667)e/(4\pi\varepsilon_0a_0^2)=3.77\times10^{11}\,\mathrm{V\,m^{-1}}$, directed outward because the enclosed electrons screen the nucleus incompletely.

Agreement of the trace with the density tests the integrals, not the quality of the density. Equation \eqref{eq:poisson} holds for a poor density matrix as well as a good one. The helium values omit electron correlation, relativity, and nuclear size and motion. A finite sum of s Gaussians centred on the nucleus also has zero slope there instead of a cusp, so the contact density there is a basis-dependent Hartree--Fock value, and it converges slowly: $\rho(0)$ rises from $3.330$ to $3.419$ in cc-pVQZ, $3.476$ in cc-pV5Z and $3.594\,a_0^{-3}$ with 28 even-tempered s functions. The last is 8 per cent above the cc-pVTZ value and moves $A_{zz}$ at the nucleus to $-15.05\,a_0^{-3}$ and the trace of $V_{ij}$ to $4.39\times10^{23}\,\mathrm{V\,m^{-2}}$. At $d=1\,a_0$ the same basis sets change $N(d)$, $\rho(d)$, $V_{xx}$ and $V_{zz}$ by up to about 0.15 per cent, so the last digits quoted there belong to cc-pVTZ; the 18 per cent and the field $3.77\times10^{11}\,\mathrm{V\,m^{-1}}$ are unchanged.

\section*{Table of computed values}
\begin{verbatim}
TESTS, pairs up to d functions (atomic units)
largest deviation from direct quadrature = 1e-13
largest deviation from finite differences = 7e-08
S PAIR: a = 0.8, b = 0.5 a0^-2; A = [0. 0. 0.], B = [0. 0. 1.], C = [0.6 0.  1. ] a0
p = 1.3 a0^-2
K = 0.7351415
R = P - C = (-0.6000000, 0.0000000, -0.6153846) a0
T = 0.9603077
F0, F1, F2 = 0.7544244, 0.1935053, 0.1029571
A = 2.680545 a0^2
A_x, A_y, A_z = -1.0725684, -0.0000000, -1.1000701 a0
A_xx, A_yy, A_zz = -0.8973623, -1.7876140, -0.8511231 (dimensionless)
A_xz = 0.9130786
Q_xx, Q_yy, Q_zz by quadrature = 0.2813375, -0.6089142, 0.3275767
w(C) = 0.2813938
trace of A_ij = -3.536099
-4 pi w(C) = -3.536099
P_Z GAUSSIAN at its own centre, exponent 1.0 a0^-2
mean of r^-3 = 2.127692 a0^-3
A_xx, A_zz = -0.8510769, 1.7021537 a0^-3
HELIUM, RHF/cc-pVTZ; orbital = sum of c exp(-alpha r^2)
total energy = -2.8611533 hartree
alpha = 234 a0^-2, c = 0.1103107 a0^-3/2
alpha = 35.16 a0^-2, c = 0.2010087 a0^-3/2
alpha = 7.989 a0^-2, c = 0.3081843 a0^-3/2
alpha = 2.212 a0^-2, c = 0.3516794 a0^-3/2
alpha = 0.6669 a0^-2, c = 0.2514451 a0^-3/2
alpha = 0.2089 a0^-2, c = 0.0677710 a0^-3/2
nucleus: density = 3.33026 a0^-3
nucleus: A_xx = A_yy = A_zz, here A_zz = -13.94976 a0^-3
nucleus: trace of A_ij = -41.84928 a0^-3
nucleus: trace of electronic V_ij = 4.066646e+23 V/m^2
nucleus: e rho/eps0 = 4.066646e+23 V/m^2
distance d on z axis = 1 a0
d: density = 0.09916166 a0^-3
d: enclosed electron number N(d) = 1.266682
d: A_z = -1.266682 a0^-2
d: A_xx, A_zz = -1.2666823, 1.2872625 a0^-3
d: Q_xx, Q_zz = -0.8513149, 1.7026298 a0^-3
d: contact part of each A_ii = -0.4153674 a0^-3
d: trace of A_ij = -1.246102 a0^-3
unit e/(4 pi eps0 a0^2) = 5.142207e+11 V/m
unit e/(4 pi eps0 a0^3) = 9.717362e+21 V/m^2
d: total field E_z with nucleus = 3.770871e+11 V/m
d: total V_xx with nucleus = -7.125914e+21 V/m^2
d: total V_zz with nucleus = 2.636065e+22 V/m^2
d: trace of total V_ij = 1.210883e+22 V/m^2
d: e rho/eps0 = 1.210883e+22 V/m^2
\end{verbatim}
